# The Phonon-Assisted Emission Line of a Degenerate Electron-Hole Plasma

In an indirect semiconductor at zero temperature, let electrons fill their band to a Fermi energy $F_e$ and holes fill theirs to $F_h$, each measured from its own band edge. An electron and a hole recombine by emitting one photon of energy $\omega$ and one phonon of fixed energy $\Omega$. Let $E_g$ be the gap as renormalized by the plasma, and define

$$x=\omega-(E_g-\Omega),\qquad F=F_e+F_h .$$

For parabolic bands and a constant matrix element the emission line is

$$I(x)=C\,J(x),\qquad J(x)=\int_{\max(0,\,x-F_h)}^{\min(F_e,\,x)}\sqrt{e\,(x-e)}\;de .\tag{1}$$

It is nonzero for $0<x<F$, and its two ends are

$$J=\frac{\pi}{8}x^2\quad (0<x\le\min(F_e,F_h)),\qquad J\simeq\sqrt{F_eF_h}\,(F-x)\quad (x\to F).\tag{2}$$

The full width of the line is therefore the sum of the Fermi energies. The algebra uses atomic units, with $\hbar=m_0=1$ and $m_0$ the free-electron mass.

## The sum over pairs

Both derivations start from the golden rule. Let $M$ be the second-order amplitude for emitting a photon and a phonon, summed over intermediate states. An electron at $\mathbf k_e$ drops into an empty valence state at $\mathbf k_h$, and

$$I(\omega)\propto\sum_{\mathbf k_e,\mathbf k_h,\mathbf q}|M|^2 f_e f_h\,\delta_{\mathbf q,\,\mathbf k_e-\mathbf k_h}\,\delta(E_g+e+h-\Omega-\omega).$$

Here $e$ and $h$ are the electron and hole energies above their band edges, and $f_e$, $f_h$ are their occupations. The photon momentum is neglected, and $\mathbf q$ is defined up to a reciprocal-lattice vector. At zero temperature there are no phonons to absorb, so only phonon emission contributes, and $f_e$, $f_h$ are 1 below the Fermi energies and 0 above.

For every pair $(\mathbf k_e,\mathbf k_h)$ the momentum condition selects one $\mathbf q$. If $\Omega$ is the same for all these $\mathbf q$, and $|M|^2$ is constant, the sum over $\mathbf q$ leaves no trace in the energies:

$$I(x)\propto\sum_{\mathbf k_e,\mathbf k_h}f_ef_h\,\delta(x-e-h).\tag{3}$$

Every electron can recombine with every hole. The line is the distribution of the sum $e+h$ over all pairs. Its lower limit is 0, when both carriers sit at their band edges, and its upper limit is $F_e+F_h$, when both sit at their Fermi surfaces.

Equation (3) also assumes sharp levels, and it assumes that electron-hole attraction changes the rate by a constant factor at most. Factors that vary slowly with photon energy have been dropped.

## First derivation: densities of states

Take one electron valley with energy $e=\sum_i k_i^2/(2m_i)$. The surface of energy $E$ is an ellipsoid with semi-axes $\sqrt{2m_iE}$. With two spin states, the number of states per volume inside it is

$$n(E)=\frac{2}{(2\pi)^3}\,\frac{4\pi}{3}\,(2m_dE)^{3/2}=\frac{(2m_dE)^{3/2}}{3\pi^2},\qquad m_d=(m_1m_2m_3)^{1/3}.$$

Its derivative is the density of states,

$$D(E)=\frac{dn}{dE}=\frac{(2m_d)^{3/2}}{2\pi^2}\sqrt E .$$

If $\nu$ equivalent valleys share the electron density $n$, each holds $n/\nu$, and inverting $n(E)$ gives

$$F_e=\frac{1}{2m_d}\left(\frac{3\pi^2n}{\nu}\right)^{2/3}.\tag{4}$$

The holes obey the same formula with $\nu=1$ and a mass $m_h$ that represents all hole bands meeting at the band edge. Near the band edge each of these bands has a density of states proportional to $\sqrt E$, and the parabolic model keeps this form up to $F_h$. Bands and valleys with different constant $|M|^2$ therefore add lines of the same shape, and the differences enter $C$ alone.

Replacing the sums in (3) by energy integrals gives

$$I(x)=C\int_0^{F_e}\!de\int_0^{F_h}\!dh\,\sqrt{e}\,\sqrt{h}\;\delta(x-e-h).$$

The delta function sets $h=x-e$. The condition $0<h<F_h$ becomes $x-F_h<e<x$, and together with $0<e<F_e$ this gives the limits in (1).

**The whole curve.** Substitute $e=x\sin^2t$. Then $x-e=x\cos^2t$ and $de=2x\sin t\cos t\,dt$, so

$$J=2x^2\int\sin^2t\cos^2t\,dt=\frac{x^2}{2}\int\sin^22t\,dt=\frac{x^2}{4}\Big[t-\tfrac14\sin4t\Big]_{t_1}^{t_2},\tag{5}$$

with $\sin^2t_2=\min(1,F_e/x)$ and $\sin^2t_1=\max(0,1-F_h/x)$.

**Low edge.** When $x$ is no larger than either Fermi energy, neither Fermi surface limits the integral. Then $t$ runs from 0 to $\pi/2$, the sine term vanishes at both ends, and $J=\pi x^2/8$. Within this model the quadratic law has no correction in that range.

**High edge.** Let $d=F-x$ be smaller than both Fermi energies. The limits of $e$ are then $F_e-d$ and $F_e$. Put $e=F_e-s$ with $0<s<d$; the hole energy is $x-e=F_h-(d-s)$. The depths of the two carriers below their Fermi surfaces are $s$ and $d-s$, and they share the total $d$. To first order in these depths,

$$\sqrt{(F_e-s)(F_h-d+s)}\simeq\sqrt{F_eF_h}\left[1-\frac{s}{2F_e}-\frac{d-s}{2F_h}\right].$$

Both $s$ and $d-s$ integrate to $d^2/2$ over $0<s<d$, so

$$J\simeq\sqrt{F_eF_h}\left[d-\frac{d^2}{4}\left(\frac1{F_e}+\frac1{F_h}\right)\right].\tag{6}$$

The first term is the linear law. It arises because the range of ways to divide $d$ between the two carriers has length $d$, while the density of pairs at the two Fermi surfaces stays finite.

**Maximum and moments.** Call the smaller Fermi energy $a$ and the larger $b$. Since $J$ is symmetric in electrons and holes, for $a<x<b$ it can be written as $\int_0^a\sqrt{e(x-e)}\,de$. Its derivative, $\int_0^a\tfrac12\sqrt{e/(x-e)}\,de$, is positive. Just above $x=b$ the lower limit starts to move, but this adds only $-\sqrt{(x-b)\,b}$ to the derivative, which vanishes at $x=b$. The line is thus still rising there, and its maximum lies above the larger Fermi energy.

Integrating (1) over $x$ removes the delta function:

$$\int_0^FJ\,dx=\int_0^{F_e}\!\sqrt e\,de\int_0^{F_h}\!\sqrt h\,dh=\frac49(F_eF_h)^{3/2}.$$

Each density is proportional to its Fermi energy to the power $3/2$, so at fixed $C$ the total rate is proportional to the product of the electron and hole densities. The mean of $e$ with weight $\sqrt e$ is $(2F_e^{5/2}/5)/(2F_e^{3/2}/3)=3F_e/5$, and likewise for $h$. Hence the mean of $x$ is $3F/5$.

## Second derivation: volumes of pair space

The edge laws also follow without a density of states, by counting pairs. Let $N(x)$ be the number of filled pairs with $e+h<x$. By (3), the line is proportional to $dN/dx$.

**Low edge.** Rescale each momentum component as $\kappa_i=k_i/\sqrt{2m_i}$, so that $e=|\boldsymbol\kappa_e|^2$ and $h=|\boldsymbol\kappa_h|^2$. A pair is a point $\mathbf K=(\boldsymbol\kappa_e,\boldsymbol\kappa_h)$ in six dimensions, and its energy is $e+h=|\mathbf K|^2$. Pairs with $e+h<x$ fill a ball of radius $\sqrt x$. If $x$ is no larger than either Fermi energy, every point of this ball has $e<F_e$ and $h<F_h$, so all of it is occupied.

The volume of the ball is $vR^6$, where $v$ follows from a Gaussian integral done in two ways:

$$\pi^3=\int e^{-|\mathbf K|^2}d^6K=v\int_0^\infty6R^5e^{-R^2}dR=3v\int_0^\infty u^2e^{-u}du=6v .$$

Thus $v=\pi^3/6$, the volume is $\pi^3x^3/6$, and its derivative is $\pi^3x^2/2$. To compare with $J$, note that in three dimensions $d^3\kappa=4\pi\kappa^2d\kappa=2\pi\sqrt E\,dE$. The six-dimensional volume therefore carries a factor $(2\pi)^2$ relative to the energy integrals in $J$, and

$$J=\frac{1}{4\pi^2}\,\frac{\pi^3x^2}{2}=\frac{\pi}{8}x^2 .$$

The power can be read off directly. Multiplying all six components by $\lambda$ multiplies the energy by $\lambda^2$ and the volume by $\lambda^6$, so $N\propto x^3$ and the line goes as $x^2$. This scaling needs energies quadratic in $k$ along each direction, but the surfaces of constant energy need not be ellipsoids. In a vertical transition without a phonon, the electron and hole share one momentum. Pair space then has three dimensions, $N\propto x^{3/2}$, and the line starts as $\sqrt x$.

**High edge.** Count the pairs missing from $N(x)$ when $x=F-d$. They have depths $s$ and $t$ below the two Fermi surfaces with $s+t<d$. A shell of thickness $ds$ in energy at the electron Fermi surface contains $D_e(F_e)\,ds$ states, where

$$D_e(F_e)=\frac{2}{(2\pi)^3}\oint\frac{dS}{|\nabla_{\mathbf k}e|} ,$$

because the thickness of the shell in $k$ is $ds/|\nabla_{\mathbf k}e|$. The same holds for the holes. The allowed depths form a triangle of area $d^2/2$, so to leading order

$$N(F)-N(F-d)\simeq D_e(F_e)D_h(F_h)\,\frac{d^2}{2},\qquad \frac{dN}{dx}\simeq D_e(F_e)D_h(F_h)\,d .\tag{7}$$

For parabolic bands each density of states is proportional to the square root of its Fermi energy, and (7) becomes the linear law of (2).

## What each derivation assumes

Both derivations need the free pair sum (3), with its flat phonon branch, smooth matrix element, sharp levels and filled Fermi volumes. They differ in what they ask of the bands.

The first needs densities of states proportional to $\sqrt E$ from the band edge up to the Fermi energy. In return it gives the whole curve, including the maximum and the correction in (6). The second gives the two ends alone, but asks less. The quadratic start depends on the bands near their edges, and the linear end depends on the Fermi surfaces. If the bands are not parabolic in between, the line still ends linearly, with slope $D_e(F_e)D_h(F_h)$, and still starts quadratically, though over a shorter range.

The matrix element matters more at the low edge. Suppose the process is forbidden at the band edge and $|M|^2\propto e$. The substitution used in (5) then gives

$$\int_0^xe\sqrt{e(x-e)}\,de=2x^3\int_0^{\pi/2}\sin^4t\cos^2t\,dt=\frac{\pi}{16}x^3 ,$$

a cubic start. At the high edge the extra factor is merely $F_e$, and the end stays linear.

**A small temperature.** A small temperature changes the line most at the high edge, where both carriers sit at their Fermi surfaces. Let $T$ be the temperature in energy units, much smaller than $F_e$ and $F_h$, and hold the chemical potentials at $F_e$ and $F_h$. Near the edge the square roots can be replaced by $\sqrt{F_eF_h}$, and the depth $s$ may take either sign:

$$J\simeq\sqrt{F_eF_h}\int_{-\infty}^{\infty}\frac{ds}{(1+e^{-s/T})(1+e^{-(d-s)/T})} .$$

With $u=e^{s/T}$ and $r=e^{-d/T}$ the integral becomes

$$T\int_0^\infty\frac{du}{(1+u)(1+ru)}=\frac{T}{1-r}\left[\ln\frac{1+u}{1+ru}\right]_0^\infty=\frac{T\ln(1/r)}{1-r}=\frac{d}{1-e^{-d/T}} .$$

For $d\gg T$ the linear law returns. At $d=0$ the height is $\sqrt{F_eF_h}\,T$ instead of zero, and beyond the edge the line falls off exponentially.

## A cold plasma in silicon

Take rough values typical of the dense electron-hole liquid in silicon at a few kelvin: a pair density of $3.3\times10^{18}$ cm$^{-3}$, a renormalized gap of 1.125 eV and a transverse optical (TO) phonon of 0.058 eV. The six valleys have masses 0.92 along the axis and 0.19 across it, so $m_d=(0.92\times0.19^2)^{1/3}=0.321$.

The hole mass comes from a six-band model of three $p$-like orbitals with spin. In hole energy its Hamiltonian has diagonal elements $\tfrac12[(\gamma_1-2\gamma_2)k^2+6\gamma_2k_i^2]$, off-diagonal elements $3\gamma_3k_ik_j$ and the spin-orbit term $(\Delta/3)(1-\mathbf L\cdot\boldsymbol\sigma)$. The inputs are $\gamma_1,\gamma_2,\gamma_3=4.285,\,0.339,\,1.446$ and $\Delta=0.044$ eV. Finding $k$ at fixed energy for a grid of directions and integrating the enclosed volume numerically gives $n(E)$. Its behaviour at the band edge corresponds to $m_h=0.573$. This value depends on the inputs: another common set, $4.22,\,0.39,\,1.44$, gives 0.592 and lowers $F_h$ below by about 3 percent.

In the units of the example, $1/2$ in (4) becomes $\hbar^2/2m_0=3.810$ eV Å$^2$, and the density is $3.3\times10^{-6}$ Å$^{-3}$:

$$F_e=\frac{3.810}{0.321}\left(\frac{3\pi^2\times3.3\times10^{-6}}{6}\right)^{2/3}=0.0076\ \text{eV},$$

$$F_h=\frac{3.810}{0.573}\left(3\pi^2\times3.3\times10^{-6}\right)^{2/3}=0.0141\ \text{eV}.$$

The line is $F=0.0217$ eV wide. It starts at $1.125-0.058=1.067$ eV (1162 nm) and ends at 1.089 eV (1139 nm).

Maximizing (5) numerically puts the peak at $x=0.0145$ eV, just above $F_h$, with $J=4.33\times10^{-5}$ eV$^2$. At $x=0.002$ eV the quadratic law gives $\pi(0.002)^2/8=1.57\times10^{-6}$ eV$^2$, or 3.6 percent of the peak; at 0.004 eV the height is 14.5 percent, four times as much. The law holds up to $x=F_e$, where the line has reached 53 percent of its peak.

The linear law has a shorter reach. At $d=0.0022$ eV, a tenth of the width, $J$ is 0.887 of the linear value; the correction in (6) accounts for nearly all of the difference, giving 0.89. The full width at half maximum is 0.0119 eV, little more than half of $F$. Reading it as the sum of the Fermi energies would seriously underestimate the density.

**The model beside real silicon.** The liquid's TO line is observed near 1.08 eV, roughly where the model puts its peak, but the gap was chosen as a typical value, so this agreement is no prediction. The valence bands are not parabolic on the scale of $F_h$, and at a fixed density this narrows the TO line. With the full six-band $n(E)$, the same density gives $F_h=0.0121$ eV and a width of 0.0197 eV, 9 percent below the parabolic value; at $x=F_e$ the line is 11 percent above the quadratic law. Conversely, the six-band model needs about $3.9\times10^{18}$ cm$^{-3}$ to reach a width of 0.0217 eV, so a density read from a measured width with parabolic bands comes out about 15 percent low. At 4 K, $T=0.00034$ eV, and the height at the nominal high edge is 8 percent of the peak. The longitudinal optical phonon, at roughly 0.056 eV and with an assumed relative strength of 0.1, adds a line shifted up by 0.002 eV, which contributes 4 percent of the TO peak at that edge. Carriers deep in the Fermi sea have short lifetimes. A Lorentzian half-width of $\gamma_0[(1-e/F_e)^2+(1-h/F_h)^2]$ with an assumed $\gamma_0=0.001$ eV gives a height of 3 percent of the peak at the low edge, about what the sharp model has at $x=0.002$ eV, so the first part of the quadratic rise would be hidden. An assumed phonon slope of 0.01 eV Å shifts pair energies by at most 0.001 eV, and the photon energy itself changes by 2 percent across the line. The Coulomb interaction is not weak: the radius of the sphere holding one pair is 0.8 of the exciton radius, for a dielectric constant of 11.7 and a reduced mass of 0.123, and the screened Coulomb energy of two carriers at that distance, 0.03 eV, exceeds $F$. The constant enhancement factor is therefore an assumption whose error is not estimated here. At 300 K, $T=0.026$ eV is 3.4 times $F_e$, so the result does not describe a room-temperature silicon emitter at this density.

All numerical values are calculated from the stated model.
